# Kinetic temperature of a collisionless gas between hot and cold plates

## Problem

Helium fills the gap between two wide parallel plates held at $T_c=100$ K and $T_h=400$ K. The gap is $L=100$ µm and the gas pressure is $p=1$ Pa. The $x$ axis runs from the cold plate at $x=0$ to the hot plate at $x=L$. Assume the following.

- Atoms do not collide with each other, and no force acts on them in flight.
- The plates are impermeable and so wide that nothing depends on $y$ or $z$.
- The plates accommodate fully: an atom that strikes a plate at temperature $T_i$ leaves it as if it had effused from a gas at rest at $T_i$, whatever its velocity was before.
- The state is steady.

The kinetic temperature is defined by the mean energy of the atoms present at a point at one instant. With zero mean velocity,
$$\tfrac32 kT=\tfrac12 m\langle v^2\rangle .$$

(a) Find the velocity distribution and the share of atoms that come from each plate.

(b) Find $T(x)$. Is it the same along $x$ as along $y$ and $z$?

(c) Show that the gas is not in equilibrium, using $\langle v_x^4\rangle$ and the heat flux.

(d) A small thin plate, parallel to the walls and fully accommodating on both faces, is hung in the gas. What temperature does it reach if it exchanges energy with the gas alone?

(e) Design a particle simulation that measures $T(x)$, and compare it with (b).

## Hints

1. Without collisions or forces, what does the steady kinetic equation say about $\partial f/\partial x$?
2. Two half-distributions have two unknown densities. One relation between them follows from the impermeable plates.
3. Fast atoms cross the gap quickly. An average over atoms *present* and an average over atoms *arriving* therefore weight the speeds differently. Decide which one each question needs.
4. In the simulation, the normal speed of an emitted atom is a property of a flux. Before choosing a random-number formula, work out the mean flight time that it implies.
5. For the statistical error, ask whether the flight time has a finite variance.

## Solution

### (a) Two streams

In the steady state, with no forces and no collisions, the kinetic equation is
$$v_x\,\frac{\partial f}{\partial x}=0 .$$
For every $v_x\neq0$ the distribution is independent of $x$. Density and temperature are therefore uniform before any value has been calculated.

Atoms with $v_x>0$ last touched the cold plate, and atoms with $v_x<0$ last touched the hot one. Each stream is half of a Maxwellian. Let $n_i$ be the density of atoms in stream $i$, and let $v=|v_x|$. The distribution of normal speed is
$$g_i(v)=2n_i\sqrt{\frac{m}{2\pi kT_i}}\;e^{-mv^2/2kT_i},\qquad v>0 .$$
The factor 2 makes the integral over the half-line equal to $n_i$. The components $v_y$ and $v_z$ are full Gaussians of variance $kT_i/m$.

The particle flux of one stream follows from $\int_0^\infty v\,e^{-mv^2/2kT_i}dv=kT_i/m$:
$$J_i=\int_0^\infty v\,g_i\,dv=2n_i\sqrt{\frac{m}{2\pi kT_i}}\,\frac{kT_i}{m}=n_i\sqrt{\frac{2kT_i}{\pi m}} .$$
No atoms pass through the plates, so the two fluxes are equal, $J_c=J_h=J$. Hence
$$n_c\sqrt{T_c}=n_h\sqrt{T_h}.$$
With $n=n_c+n_h$ this gives
$$\frac{n_c}{n}=\frac{\sqrt{T_h}}{\sqrt{T_c}+\sqrt{T_h}},\qquad \frac{n_h}{n}=\frac{\sqrt{T_c}}{\sqrt{T_c}+\sqrt{T_h}} .$$
For the given plates, $n_c/n=20/(10+20)=2/3$. The atoms from the cold plate are half as fast, so they spend twice as long in the gap and are twice as numerous.

### (b) The temperature

The function $v^2e^{-mv^2/2kT_i}$ is even, so cutting the Maxwellian in half does not change the mean of $v_x^2$. In stream $i$,
$$\langle v_x^2\rangle_i=\langle v_y^2\rangle_i=\langle v_z^2\rangle_i=\frac{kT_i}{m}.$$
Each stream has a nonzero mean velocity, but the velocity of the whole gas is $(J_c-J_h)/n=0$, so nothing is subtracted. Weighting the streams by their densities gives, for each axis and hence for the total,
$$T=\frac{n_cT_c+n_hT_h}{n}=\frac{\sqrt{T_h}\,T_c+\sqrt{T_c}\,T_h}{\sqrt{T_c}+\sqrt{T_h}} .$$
A factor $\sqrt{T_cT_h}$ comes out of the numerator:
$$T=\frac{\sqrt{T_cT_h}\,\bigl(\sqrt{T_c}+\sqrt{T_h}\bigr)}{\sqrt{T_c}+\sqrt{T_h}}=\sqrt{T_cT_h}.$$

The kinetic temperature is the geometric mean of the plate temperatures, here $\sqrt{100\times400}=200$ K, at every point and along every axis. The pressure is isotropic, $p=nkT$, so the density is $n=p/kT=3.62\times10^{20}$ m$^{-3}$.

For a small difference $\Delta=T_h-T_c$ about the mean $\bar T=(T_c+T_h)/2$,
$$T=\sqrt{\bar T^2-\Delta^2/4}\simeq\bar T-\frac{\Delta^2}{8\bar T}.$$
The geometric and arithmetic means then differ in second order only. With plates at 290 and 310 K the difference is $400/2400\simeq0.17$ K. The wide span of 100 to 400 K makes it 50 K.

### (c) Not an equilibrium gas

For a Gaussian component $\langle v_x^4\rangle_i=3(kT_i/m)^2$, and halving again changes nothing. The average over both streams is
$$\langle v_x^4\rangle=\frac{3k^2}{m^2}\,\frac{\sqrt{T_h}\,T_c^2+\sqrt{T_c}\,T_h^2}{\sqrt{T_c}+\sqrt{T_h}}
=\frac{3k^2}{m^2}\,T\,\frac{T_c^{3/2}+T_h^{3/2}}{\sqrt{T_c}+\sqrt{T_h}} .$$
Using $a^3+b^3=(a+b)(a^2-ab+b^2)$ with $a=\sqrt{T_c}$ and $b=\sqrt{T_h}$, the last fraction is $T_c-T+T_h$. Division by $\langle v_x^2\rangle^2=(kT/m)^2$ leaves
$$\frac{\langle v_x^4\rangle}{\langle v_x^2\rangle^2}=3\left(\frac{T_c+T_h}{T}-1\right)=3\,(2.5-1)=4.5 .$$
A Maxwellian gives 3. The excess records a mixture of many slow atoms and fewer fast ones.

For the heat flux we need the mean energy carried by an atom that *crosses a plane*. The flux-weighted normal speed has the normalized density $(mv/kT_i)\,e^{-mv^2/2kT_i}$. Substituting $s=mv^2/2kT_i$, so that $ds=(mv/kT_i)\,dv$, the mean normal energy is
$$\int_0^\infty\frac{mv^2}{2}\,\frac{mv}{kT_i}\,e^{-mv^2/2kT_i}dv=kT_i\int_0^\infty s\,e^{-s}ds=kT_i .$$
The two transverse components add $kT_i/2$ each, so the total is $2kT_i$. The net heat flux towards the cold plate is $q=2kJ(T_h-T_c)$. From (a),
$$J=n_c\sqrt{\frac{2kT_c}{\pi m}}=\frac{n\sqrt{T_hT_c}}{\sqrt{T_c}+\sqrt{T_h}}\sqrt{\frac{2k}{\pi m}} .$$
Since $T_h-T_c=(\sqrt{T_h}-\sqrt{T_c})(\sqrt{T_h}+\sqrt{T_c})$ and $nk\sqrt{T_cT_h}=p$,
$$q=2p\,\sqrt{\frac{2k}{\pi m}}\,\bigl(\sqrt{T_h}-\sqrt{T_c}\bigr).$$
With $m=6.6465\times10^{-27}$ kg the first root is 36.37 m s$^{-1}$K$^{-1/2}$, and $q=2\times1\times36.37\times10\simeq727$ W/m². Heat flows through a gas with no temperature gradient, so Fourier's law with a local conductivity cannot describe this state.

### (d) What the small plate reads

Each face receives the flux $J$. One face collects atoms of mean energy $2kT_c$, the other atoms of mean energy $2kT_h$. In the steady state each face also emits $J$, with mean energy $2kT_p$ per atom. The balance is
$$2kJT_c+2kJT_h=2\,(2kJT_p)\quad\Rightarrow\quad T_p=\frac{T_c+T_h}{2}=250\ \text{K}.$$
The plate averages over arrivals, the kinetic temperature over atoms present. The two agree in equilibrium and differ by 50 K here.

### (e) The simulation

**Emission rule.** The normal speed of an emitted atom has the flux-weighted density used in (c). The probability of exceeding $v$ is $e^{-mv^2/2kT_i}$. Setting this equal to a uniform random number $U$ in $(0,1)$ gives
$$v=\sqrt{-\frac{2kT_i}{m}\ln U}.$$
The components $v_y$ and $v_z$ are drawn from Gaussians of variance $kT_i/m$.

**Flight times.** With this rule the mean time for a crossing from plate $i$ is
$$L\left\langle\frac1v\right\rangle=L\int_0^\infty\frac{m}{kT_i}\,e^{-mv^2/2kT_i}dv=L\sqrt{\frac{\pi m}{2kT_i}} .$$
Crossings from the two plates alternate. Their average is 206 ns for the present gap.

If the normal speed were drawn from a half-Gaussian instead, $\langle1/v\rangle$ would contain $\int dv/v$ at small $v$ and diverge logarithmically. Slow atoms would pile up in the gap. A run of this faulty kind, with the schedule given below, shows a normal temperature of 28 K and a total of $146.8\pm1.0$ K.

The correct rule still has a trap. The mean of $1/v^2$ contains $\int dv/v$, so the *variance* of the flight time is infinite, and the usual error formula fails for averages of flight times. Snapshots avoid this: at a fixed instant one averages $v^2$ over the atoms present, and that quantity has a finite variance.

**Procedure.**

1. Place 30 000 atoms uniformly in the gap with a Maxwellian at 300 K, deliberately different from the expected result.
2. For each atom find the time to the next plate. If it falls before the next snapshot, move the atom to the plate and draw a new velocity. Repeat until the snapshot time is reached, then move the atom the remaining distance.
3. Wait 150 mean flight times, then take 40 snapshots, 5 mean flight times apart.
4. Average $mv^2/3k$ over all atoms, and separately in ten equal bins of $x$.

The same atom in successive snapshots is not independent, but different atoms are. The error of the overall mean therefore comes from the scatter among the 30 000 single-atom averages, and that of each bin from 30 separate groups of atoms.

**Is the waiting time long enough?** An atom has not yet touched a plate at time $t$ if $|v_x|$ is below its distance to the plate ahead divided by $t$. That distance averages $L/2$ for either direction. For long $t$ the untouched fraction is therefore
$$2\times\frac{L}{2t}\sqrt{\frac{m}{2\pi kT_0}}=\frac{L}{t}\sqrt{\frac{m}{2\pi kT_0}},\qquad T_0=300\ \text{K}.$$
At $t=150\times206$ ns this is about 0.16 %. Such atoms may differ from their steady-state counterparts by some 100 K, which shifts the mean by roughly 0.2 K at the first snapshot and less later. The memory decays as $1/t$, not exponentially.

**Results.**

| Quantity | Simulated | Derived |
|---|---|---|
| $T$ (K) | $200.01\pm0.25$ | 200 |
| $T$ along $x$ (K) | $200.15\pm0.36$ | 200 |
| $n_c/n$ | $0.6665\pm0.0005$ | 0.6667 |
| fourth-moment ratio | $4.51\pm0.01$ | 4.50 |
| crossing average (K) | $249.9\pm0.5$ | 250 |
| $q$ (W/m²) | $727.5\pm2.9$ | 727.3 |

The crossing average is the mean energy of atoms weighted by $|v_x|$, divided by $2k$. It is the reading of the small plate in (d).

From the cold to the hot side, the ten bins give 198.6, 200.3, 199.6, 199.6, 199.7, 201.3, 199.7, 199.6, 201.8 and 199.9 K. The largest standard error of a bin is 0.9 K. The largest departure from 200 K, 1.8 K, is about twice that, which is unremarkable among ten values. The slight rise from the cold to the hot side is about two standard errors, too little to establish a gradient. A small part of it is expected: the slow atoms from the cold plate that are still missing after the finite wait belong mostly near the hot side, which leaves a rise of about 0.35 K across the gap when averaged over the snapshots. The bin densities are uniform to 0.3 %, which is also their statistical error.

## Variation 1: plates that accommodate only in part

*At the cold plate a fraction $a_c$ of the impacts is re-emitted diffusely at $T_c$, and the rest is reflected specularly. The hot plate has the fraction $a_h$. What happens to $T$ and $q$?*

Specular reflection reverses $v_x$ and keeps the speed. Let $M_i$ be the normalized flux distribution of diffuse emission at $T_i$, and let $R$ and $S$ be those of the streams moving right and left, all written in terms of $|v_x|,v_y,v_z$. The two plates give
$$R=a_cM_c+(1-a_c)S,\qquad S=a_hM_h+(1-a_h)R .$$
Inserting the second equation in the first and collecting $R$ gives the factor $1-(1-a_c)(1-a_h)=a_c+a_h-a_ca_h\equiv D$. Hence
$$R=\frac{a_cM_c+(1-a_c)a_hM_h}{D},\qquad S=\frac{a_hM_h+(1-a_h)a_cM_c}{D}.$$
In the sum $R+S$ the weights of $M_c$ and $M_h$ are $w_c/D$ and $w_h/D$, with
$$w_c=a_c(2-a_h),\qquad w_h=a_h(2-a_c).$$
By (a), a flux at temperature $T_i$ contributes a density proportional to $1/\sqrt{T_i}$. The temperature, again the same along each axis and at each $x$, is
$$T=\frac{w_c\sqrt{T_c}+w_h\sqrt{T_h}}{w_c/\sqrt{T_c}+w_h/\sqrt{T_h}} .$$

If $a_c=a_h=a>0$, the weights are equal and cancel, so the geometric mean survives. The heat flux does not. The net share of $M_h$ carried to the left is $[a_h-(1-a_c)a_h]/D=a_ca_h/D$, which becomes $a/(2-a)$. The density belonging to a given $J$ is unchanged, because $w_i/D=1$. At fixed density, $q$ therefore falls by the factor $a/(2-a)$, which is $1/3$ for $a=0.5$. A simulation with 10 000 atoms gives $200.6\pm0.5$ K and a factor $0.324\pm0.007$.

Unequal plates do shift $T$. For $a_c=1$ and $a_h=0.5$ the weights are 1.5 and 0.5, and
$$T=\frac{1.5\times10+0.5\times20}{1.5/10+0.5/20}=\frac{25}{0.175}\simeq142.9\ \text{K}.$$
The simulated value is $142.8\pm0.3$ K. The gas temperature shifts towards that of the plate that accommodates better, and for $a_h\to0$ it becomes that of the cold plate.

## Variation 2: atoms that do collide

*How far does the example depart from 200 K because collisions are rare but not absent, and what happens when they become frequent?*

For hard spheres of diameter $d$ the mean free path is $\lambda=1/(\sqrt2\,\pi d^2n)$. A rough $d=0.22$ nm gives $\lambda=12.8$ mm and a Knudsen number $\mathrm{Kn}=\lambda/L\simeq128$. The effect on $T$ can be sized with the relaxation-time (BGK) model,
$$v_x\frac{\partial f}{\partial x}=\nu\,(f_{\rm loc}-f),$$
where $f_{\rm loc}$ is the Maxwellian with the local density and temperature and zero velocity. The rate $\nu$ is taken uniform, equal to the mean speed at 200 K divided by $\lambda$. The plates again accommodate fully.

Solved numerically on 40 cells, the model gives 197.4 K in the cell next to the cold plate and 203.7 K in the cell next to the hot one. These are cell averages of a profile that steepens towards the walls: doubling the number of cells raises the largest deviation, 3.7 K, by 0.05 K, and at the plates themselves the converged values are 197.3 and 203.8 K. At fixed mean density the heat flux drops by 0.4 %.

The temperature thus changes by 1.9 % of 200 K, more than $1/\mathrm{Kn}=0.8\,\%$. A plausible reason lies in the slow atoms. An atom of normal speed $v$ collides during a crossing with probability of about $\nu L/v$. Averaged over atoms present, this contains $\int dv/v$ from $\nu L$ up to the thermal speed, and so scales as $\mathrm{Kn}^{-1}\ln\mathrm{Kn}\simeq4\,\%$. This is an estimate of scale, not a derivation of the 1.9 %. The change of the heat flux is given here as a numerical result only. The size of both changes depends on the chosen rate: a $\nu$ matched to the heat conductivity of hard spheres is about half as large, and the deviation at the hot plate is then about 2.3 K instead of 3.8 K.

As collisions become more frequent, the midplane temperature in the model rises to 203.5 K at $\mathrm{Kn}=10$, 213 K at 1 and 238 K at 0.1. For $\mathrm{Kn}\to0$ the conductivity of this model, proportional to $p/\nu$, is uniform. The profile then becomes linear and its midpoint tends to 250 K. In a real gas the conductivity rises with temperature, so that last value belongs to the model.

## The real device

A gap of 100 µm at 1 Pa lies in the rough regime of thermal-conductivity pressure gauges and vacuum thermal gaps, although a span of 100 to 400 K is wide for a gauge. The assumption that fails first is full accommodation: helium exchanges energy poorly with many metal surfaces. The gas temperature then depends on how the atoms are reflected, and not only on how much energy they exchange. With the partly specular plates of Variation 1, equal coefficients leave 200 K, while a hot plate at 0.5 facing a perfect cold one lowers it by 57 K. Suppose instead that all atoms leave diffusely, as a Maxwellian stream whose temperature lies only halfway between that of the arriving stream and that of the plate. With both plates of this kind, the streams leave the cold and hot plates at 200 and 300 K, and by (b) the gas is at $\sqrt{200\times300}\simeq245$ K. Both shifts are far larger than the 2 to 4 K that the model of Variation 2 gives for collisions. A measured energy accommodation coefficient alone therefore does not fix the gas temperature. Radiation does not heat the transparent gas, but it adds to the heat load: 1446 W/m² between black plates, twice the gas flux, and 37 W/m² if both plates have an emissivity of 0.05, a rough value for clean metal. Both are far-field values. The full numerical output follows.

## Computed values

```
plate temperatures: 100 K and 400 K
geometric mean: 200.000 K
quadrature, normal temperature: 200.00000 K
quadrature, total temperature: 200.00000 K
simulated atoms: 30000, starting temperature 300 K
warm-up 150 mean flights, then 40 snapshots 5 mean flights apart
simulated kinetic temperature: 200.01 +- 0.25 K
simulated normal temperature: 200.15 +- 0.36 K
profile, cold to hot, bins 1-5 (K): 198.6 200.3 199.6 199.6 199.7
profile, cold to hot, bins 6-10 (K): 201.3 199.7 199.6 201.8 199.9
largest standard error of a bin: 0.86 K
largest density deviation of a bin: 0.31 %
largest standard error of bin density: 0.31 %
fraction of atoms from cold plate, simulated: 0.6665 +- 0.0005
fraction of atoms from cold plate, formula: 0.6667
fourth-moment ratio, simulated: 4.51 +- 0.01
fourth-moment ratio, formula: 4.50 (Maxwellian: 3)
crossing-averaged temperature: 249.87 +- 0.49 K
half-Gaussian emission (faulty), total: 146.8 +- 1.0 K
half-Gaussian emission (faulty), normal: 28.4 K
accommodation 0.5/0.5, simulated: 200.61 +- 0.50 K
its heat flux / full-accommodation formula: 0.324 +- 0.007
accommodation cold 1, hot 0.5, simulated: 142.81 +- 0.33 K
accommodation cold 1, hot 0.5, formula: 142.86 K
helium: gap 100 um, pressure 1.0 Pa
helium atomic mass: 6.6465e-27 kg
number density: 3.621e+20 m^-3
mean flight time: 206.2 ns
gas heat flux, formula: 727.3 W/m^2
gas heat flux, simulated: 727.5 +- 2.9 W/m^2
rough atomic diameter: 0.22 nm
mean free path: 12.84 mm
Knudsen number (free path / gap): 128.4
BGK, free limit, largest deviation: 0.00151 K
BGK, example, cold-side and hot-side cell: 197.41, 203.71 K
BGK, example, largest deviation from 200 K: 3.71 K
change of that deviation, 40 to 80 cells: 0.047 K
BGK, example, heat flux change: -0.43 %
BGK midplane temperature at Knudsen number 10: 203.5 K
BGK midplane temperature at Knudsen number 1: 213.4 K
BGK midplane temperature at Knudsen number 0.1: 237.8 K
radiation between black plates: 1446 W/m^2
radiation at emissivity 0.05: 37.1 W/m^2
```
